Intensity covariance of speckle from a uniformly filled circular pupil

**1. Definitions and conventions**

The wavelength in vacuum is λ, and NA is the numerical aperture of the filled part of the pupil. Points R and R + r lie in one plane of constant depth, and r = |r|. Angle brackets denote an average over independent speckle patterns. The field is first taken as scalar and monochromatic, which describes one polarized snapshot:

E(R) = Σₙ aₙ exp(i kₙ·R).

Here kₙ is the transverse wavevector of wave n. The phases of the aₙ are independent of each other and of the moduli, and are uniform over a full turn. The moduli of different waves are also independent. Define

wₙ = ⟨|aₙ|²⟩, qₙ = ⟨|aₙ|⁴⟩, I = |E|², Ī = ⟨I⟩ = Σₙ wₙ.

"Uniformly filled" means that wₙ per unit area of transverse wavevector is constant for |k| ≤ 2πNA/λ and zero outside. This is uniformity in direction cosines, not in angle. The scaled separation is

x = 2πNA r/λ.

The result, in the limit of many waves, each carrying a vanishing share of Ī and with qₙ/wₙ² bounded, is

C(r) = ⟨I(R) I(R + r)⟩ − Ī² = Ī² [2J₁(x)/x]².

Its first zero is at x₀ = 3.8317, or

r₀ = x₀λ/(2πNA) = 0.6098 λ/NA.

**2. From field correlation to intensity covariance**

The field correlation is

Γ(r) = ⟨E*(R) E(R + r)⟩ = Σₙ wₙ exp(i kₙ·r).

Cross terms between different waves vanish because their phases are independent. A fixed phase applied to each wave can be absorbed into aₙ without changing its statistics. Defocus, and aberrations that are the same across the field, therefore leave C unchanged.

The product of two intensities is a fourfold sum:

I(R) I(R + r) = Σ aₙ* aₘ aₚ* a_q exp[i(kₘ − kₙ)·R + i(k_q − kₚ)·(R + r)].

A term survives the phase average only if each conjugated amplitude is paired with an unconjugated amplitude of the same wave. There are three cases.

1. For n = m and p = q, with n ≠ p, the exponential is 1 and the term is wₙwₚ.
2. For n = q and m = p, with n ≠ m, the exponential is exp[i(kₙ − kₘ)·r] and the term is wₙwₘ times this factor.
3. If all four indices agree, the term is qₙ.

Extending the first two sums to include equal indices adds Σwₙ² to each, which must be subtracted again. The completed sums are Ī² and |Γ|², so

⟨I(R) I(R + r)⟩ = Ī² + |Γ(r)|² + Σₙ(qₙ − 2wₙ²),

C(r) = |Γ(r)|² + Σₙ(qₙ − 2wₙ²).

This holds for any number of waves. For N equal waves of fixed modulus, wₙ = Ī/N and qₙ = wₙ², so the last term is

−N(Ī/N)² = −Ī²/N.

A pupil made of N such cells thus gives a negative covariance, −Ī²/N, where Γ vanishes. If instead qₙ = 2wₙ², as for Gaussian amplitudes, the correction is zero for every N. With bounded qₙ/wₙ² it also disappears in the many-wave limit, leaving C = |Γ|².

The formula was tested by complete enumeration of six-wave ensembles with unequal weights. Each phase took three equally spaced values, which suffices because the averages of exp(iφ) and exp(2iφ) then vanish. The moduli were either fixed or fluctuating with qₙ = 2wₙ². Scalar waves and waves with different polarization vectors (section 5) were both included. With Ī = 1, the largest difference between enumeration and formula was 2.0 × 10⁻¹⁶.

**3. The circular pupil and its first zero**

Let μ = Γ/Ī, and let ρ be the pupil radius divided by its edge value. The sum over waves becomes an average over the unit disk:

μ(x) = (1/π) ∫₀¹ ρ dρ ∫₀²π dφ exp(ixρ cos φ).

The angular integral is 2πJ₀(xρ), which defines J₀. Hence

μ(x) = 2 ∫₀¹ ρJ₀(xρ) dρ = (2/x²) ∫₀ˣ uJ₀(u) du,

where u = xρ. To integrate uJ₀, use the series

J₀(u) = Σₘ (−1)ᵐ (u/2)²ᵐ/(m!)²,

uJ₁(u) = 2 Σₘ (−1)ᵐ (u/2)²ᵐ⁺²/[m!(m + 1)!].

Differentiating the second series brings down a factor (m + 1), since d(u/2)²ᵐ⁺²/du = (m + 1)(u/2)²ᵐ⁺¹. This cancels one factor of (m + 1)! down to m!, giving

d[uJ₁(u)]/du = 2 Σₘ (−1)ᵐ (u/2)²ᵐ⁺¹/(m!)² = uJ₀(u).

As uJ₁ vanishes at u = 0,

μ(x) = (2/x²) xJ₁(x) = 2J₁(x)/x.

This is the Airy amplitude, and its square is the normalized covariance.

The same function follows without Bessel functions by cutting the disk into chords. The chord at height u has length 2√(1 − u²), so

μ(x) = (2/π) ∫₋₁¹ √(1 − u²) cos(xu) du.

Numerical evaluation of this integral at six values of x from 0 to 9 agreed with 2J₁(x)/x to better than 10⁻¹⁰. Its first root was found at x₀ = 3.831706.

The covariance touches zero there without changing sign. From J₁ + xJ₁′ = xJ₀ and J₁(x₀) = 0 it follows that J₁′(x₀) = J₀(x₀), and near the zero

C/Ī² ≈ [2J₀(x₀)/x₀]² (x − x₀)².

The coefficient is not zero: J₀′ = −J₁, so a common zero of J₀ and J₁ would make J₀ and its slope vanish together, and Bessel's second-order equation would then force J₀ to vanish everywhere. In numerical work r₀ should therefore be found as a root of μ, not as a sign change of C.

At small separation the series gives μ ≈ 1 − x²/8 and

C/Ī² ≈ 1 − x²/4.

The covariance falls to half its peak at x = 1.6163, so its full width at half height is 0.5145 λ/NA. Beyond the zero it rises to a side peak of 0.0175 at x = 5.1356. The zero is thus not a distance beyond which all correlation is absent.

In the many-wave limit the fields at two points are jointly circular Gaussian, by the central limit theorem. Their joint probability density factorizes when Γ = 0. At r₀ the two intensities are then independent, which is stronger than having zero covariance.

A simulation with 316 pupil cells of fixed modulus and 60,000 patterns gave a normalized covariance of 0.4963 ± 0.0077 at half height and −0.0069 ± 0.0041 at r₀. The finite-cell correction is −0.0032, so both values agree with the theory within about one standard error. The probability that both intensities exceed 2Ī was 0.0182 at r₀, against e⁻⁴ = 0.0183 for independent exponential intensities. At half height it was 0.0564.

**A second pupil: the annulus.** If the part ρ < ε is dark, subtract the transform of the inner disk and renormalize by the remaining area:

μ_ann(x) = [2J₁(x)/x − ε² 2J₁(εx)/(εx)]/(1 − ε²).

At x₀ the first term vanishes. For 0 < ε < 1, εx₀ lies below the first zero of J₁, so J₁(εx₀) > 0 and μ_ann(x₀) < 0. Since μ_ann(0) = 1, the first zero has moved inward from x₀. The factor 0.6098 is therefore too large for annular illumination: slightly so for a small dark centre, strongly so for a thin ring.

**4. From a snapshot to a dose**

Let P(t) be the pulse shape with ∫P dt = 1, so that the normalized dose is D(R) = ∫P(t) I(R,t) dt. Assume that the waves fluctuate in time independently of one another, all with the same normalized correlation γ(τ), where γ(0) = 1. The field correlation is then Ī μ(r) γ(τ). Factorization alone would not be enough: a fluctuation common to all waves can give the same field correlation, but it leaves the shape of the speckle pattern fixed, so the pattern does not average out. In the many-wave limit the pairing argument of section 2 gives Ī²|μ|²|γ|² for intensities at two points and two times. Therefore

C_D(r)/Ī² = |μ(r)|²/M,

1/M = ∫∫ P(t) P(t′) |γ(t − t′)|² dt dt′.

Averaging lowers the covariance by M but leaves its zero in place. For a rectangular pulse of length T, two times separated by τ occur with weight proportional to T − |τ|:

1/M = (2/T) ∫₀ᵀ (1 − τ/T) |γ(τ)|² dτ.

With the coherence time τ_c = ∫|γ|² dτ over all τ, this becomes M ≈ T/τ_c when T ≫ τ_c.

For a Gaussian line of full width Δν at half maximum, the normalized spectrum is

g(ν) = √(b/π) exp(−bν²), b = 4 ln 2/Δν².

Since γ is the Fourier transform of g, Parseval's theorem gives

τ_c = ∫g² dν = (b/π)√[π/(2b)] = √[b/(2π)] = √(2 ln 2/π)/Δν.

Also |γ|² = exp(−πτ²/τ_c²). The τ/T term in the pulse integral then contributes −(2/T²) × τ_c²/(2π), so

1/M ≈ (τ_c/T)[1 − τ_c/(πT)], M ≈ T/τ_c + 1/π.

Independent pulses of equal energy multiply M by their number. The dose contrast, meaning standard deviation divided by mean, is 1/√M.

**5. Vector fields and resist blur**

**Vector field.** The resist absorbs in proportion to I = Σᵢ|Eᵢ|², where i runs over x, y and z. Applying the same pairings to each product |Eᵢ|²|Eⱼ|² gives, for many waves,

C(r) = Σᵢⱼ |Γᵢⱼ(r)|², Γᵢⱼ(r) = ⟨Eᵢ*(R) Eⱼ(R + r)⟩.

For unpolarized light at small angles, Γ_xx = Γ_yy = Īμ/2 and the other elements vanish. Thus C = 2(Īμ/2)² = Ī²μ²/2: the variance is halved and the zero is unchanged.

At larger angles the refracted waves have a z component. Let s = NA/n be the sine of the edge angle in a resist of index n. For x polarization and small s, the field vector of a wave is approximately (1, 0, −sρ cos φ). If r lies along x, differentiating μ with respect to x brings down iρ cos φ, so

Γ_xz/Ī = −s⟨ρ cos φ exp(ixρ cos φ)⟩ = is dμ/dx.

Γ_xz and Γ_zx contribute equally to C. At x₀, where dμ/dx = 2J₀(x₀)/x₀, the leading addition is

C(r₀)/Ī² ≈ 2s² [2J₀(x₀)/x₀]² > 0.

The zero is filled at order s². If r lies along y, Γ_xz vanishes because its integrand is odd in cos φ. What remains enters C at order s⁴, so the zero survives better across the polarization than along it.

**Resist blur.** Let a linear Gaussian blur have standard deviation σ_b along each axis. Both points are blurred, so C is convolved with a Gaussian of variance 2σ_b² per axis. In spatial frequency f the speckle spectrum is multiplied by

[exp(−2π²σ_b²f²)]² = exp(−4π²σ_b²f²).

The spectrum itself is the self-overlap of the pupil disk, because |μ|² is a product of two transforms. With f₀ = NA/λ and v = f/(2f₀), two disks of radius f₀ displaced by f overlap in area 2f₀²[arccos v − v√(1 − v²)]. Multiplying by the squared density 1/(πf₀²)² gives

S(f) = [2/(π²f₀²)] [arccos v − v√(1 − v²)], f ≤ 2f₀.

S is the density of the difference between two independent points in the pupil. Each point has mean squared radius f₀²/2, so the mean of f² is f₀². For weak blur the remaining fraction of the variance is therefore

1 − 4π²σ_b²f₀² = 1 − (2πNA σ_b/λ)².

Blur also removes the zero. It averages a covariance that is nowhere negative with weights that are everywhere positive, so the result is positive at every separation. Frequency-space and real-space calculations of the blurred covariance agreed to better than 10⁻⁷ at r = 0, 65 nm and r₀ for σ_b = 10 nm.

**6. Worked example: dry argon-fluoride exposure**

The parameters are rough typical values: λ = 193.4 nm, NA = 0.85, n = 1.70, spectral width Δλ = 0.15 pm, rectangular pulses of T = 100 ns, and 40 independent pulses per point. The first zero lies at

r₀ = 0.609835 × 193.4 nm/0.85 = 138.8 nm.

The full width at half height is 117.1 nm. Two clear-field points 65 nm apart, the spacing of the edges of a 65 nm line, have x = 2π × 0.85 × 65/193.4 = 1.795, for which the dose correlation is 0.420. They therefore share part of their dose error, but not all of it. At the edges of a printed line the mask also changes the field, so these numbers indicate only the scale of the effect.

The frequency width is Δν = cΔλ/λ² = 1.202 GHz, so

τ_c = √(2 ln 2/π)/Δν = 0.5525 ns.

The ratio T/τ_c is 180.99. Direct summation over the pulse gives 181.30 patterns, in line with the added 1/π. Forty pulses give M = 40 × 181.30 = 7252, and

dose contrast = 1/√7252 = 1.17 %.

The variance of the dose difference between the two points is 2(1 − 0.420)/M in units of the squared mean dose, so its root-mean-square value is

1.174 % × √[2(1 − 0.4197)] = 1.265 % of the mean dose.

**What the scalar law leaves out.** Each effect below is applied alone, with the other settings held fixed.

- **Linear polarization in the resist (s = 0.50).** The variance at r = 0 is multiplied by 0.8815, which lowers the contrast to 1.10 %. Across the polarization, a minimum remains at 136.5 nm with a height of 2.8 × 10⁻⁴ of the peak. Along it, the covariance at r₀ is 2.8 % of the peak, and the first minimum is a shallow one near 169 nm with a height of 1.2 %. The value 166.5 nm listed in the output as "vector minimum along polarization" is the upper limit of a search between 0.8r₀ and 1.2r₀, not the minimum itself.
- **Unpolarized light in the resist.** The variance factor is 0.4434, and the contrast is 0.78 %. At this angle the zero is filled as well: the first minimum lies near 149 nm with a height of about 1.0 % of the peak.
- **Resist blur of 10 nm.** In the scalar model 0.928 of the variance remains; the weak-blur formula gives 0.924. The contrast becomes 1.13 %, the covariance at r₀ rises to 0.7 % of its peak, and the minimum moves out to about 145 nm. This blur is already 7 % of r₀. At 15 nm the minimum lies near 154 nm. At 20 nm no minimum is left between 110 and 230 nm, and the weak-blur formula gives 0.695 where 0.759 of the variance remains.
- **Uniform power over the pupil.** Power flow through the plane is proportional to |E|² cos θ, where θ is the angle in the resist. Uniform power thus requires |E|² proportional to 1/cos θ. The heavier pupil edge moves the scalar zero to 136.2 nm, a shift of −1.9 % relative to r₀.
- **Partial filling.** For a clear field whose illumination fills 0.8 of the pupil radius, the relevant aperture is 0.8 NA, and the zero moves to r₀/0.8 = 173.4 nm.
- **Scan motion.** At 0.6 m/s the wafer moves 0.33 nm in one coherence time, which is small compared with r₀.

**Comparison with real exposure tools.** An aperture of 0.85 belongs to the dry argon-fluoride regime; immersion tools reach higher values, for which the vector terms need a fresh calculation. A real illuminator may fill the pupil partially or off axis. A filling of 0.8 moves the zero by +25 %. A thin annulus moves it further, in the other direction: as ε approaches 1, μ_ann tends to J₀(x), whose first zero at x = 2.405 lies 37 % below x₀. Real pulses are not rectangular. Positive intensity correlation between pulses, or, at a given linewidth, laser fluctuations shared by different waves, weakens the averaging and raises the contrast above the calculated 1.17 %. Shared fluctuations of the intensity also add a dose covariance that does not vanish at r₀. Reflections, angle-dependent transmission into the resist and mask structure are also omitted. Transmission through a single air–resist interface, with uniform power over the pupil in air, changes the variance factors from 0.8815 to 0.873 and from 0.4434 to 0.439, and moves the minimum across the polarization out by about 2 nm. The value r₀ = 0.6098 λ/NA is therefore a sound design length for a clear field with a uniformly filled disk and small angles in the resist, provided that blur is at most a few per cent of r₀ and the waves share no intensity fluctuations. For a clear field with another pupil or larger angles, compute Γᵢⱼ from the actual pupil and then apply the blur. With mask structure, diffraction orders from one source point share a phase, so the pupil intensity alone does not determine Γᵢⱼ; the field that each source point produces through the mask is needed. The numerical output below lists the values at higher precision.

Computed results

```
wavelength: 193.4 nm; NA: 0.85
resist index: 1.70; sine of edge angle: 0.500
first zero, x: 3.831706
first zero, r NA/wavelength: 0.609835
first zero, r: 138.76 nm
half height, x: 1.6163; r: 58.53 nm
full width at half height: 117.06 nm
full width times NA/wavelength: 0.5145
side peak, x: 5.1356; r: 185.97 nm
side peak height over central height: 0.01750
largest enumeration error: 2.0e-16
simulation: 316 pupil cells, 60000 patterns
covariance at zero separation: simulated 0.9925 +- 0.0110, Airy law 1.0000
covariance at half height: simulated 0.4963 +- 0.0077, Airy law 0.5000
covariance at first zero: simulated -0.0069 +- 0.0041, Airy law 0.0000
covariance at side peak: simulated 0.0095 +- 0.0043, Airy law 0.0175
finite-cell correction -1/N: -0.00316
chance both intensities > 2 means, at zero: 0.0182
same chance, at half height: 0.0564
same chance, independent intensities: 0.0183
linewidth: 0.15 pm = 1.2023 GHz
coherence time: 0.5525 ns
pulse length: 100 ns; pulses: 40
patterns per pulse, summed: 181.30; T/tau_c: 180.99
patterns in the dose: 7252
dose contrast, polarized scalar: 1.174 %
line width: 65 nm
dose correlation across line: 0.4197
rms dose difference across line: 1.265 %
vector variance, linear polarization: 0.8815
vector variance, unpolarized: 0.4434
vector minimum along polarization: 166.51 nm, relative height 1.16e-02
vector minimum across polarization: 136.54 nm, relative height 2.77e-04
zero for uniform power over pupil: 136.15 nm
resist blur: 10.0 nm
variance left after blur: 0.9283
blurred covariance at old zero over its peak: 0.00719
zero at pupil filling 0.8: 173.44 nm
scan speed: 0.6 m/s
scan motion in one coherence time: 0.332 nm
```
